# Which density components survive on a grid of 3n+1 points?: test program

```python
# Result under test: orbitals with Fourier labels |m| <= n per direction have a
# density with labels |k| <= 2n.  On N = 3n+1 grid points the density labels
# |q| <= n are exact and all others are contaminated by wrap-around.
# Symbols: c = orbital coefficients (sum |c|^2 = 1), p = Fourier coefficients of
# cell volume times |orbital|^2, N = grid points per direction, a = cell side.
# Energy model (hartree, bohr): two electrons in one orbital, Gaussian ion,
# restricted Hartree-Fock at the Gamma point, G = 0 Coulomb terms omitted.
import numpy as np
from scipy.fft import fftn, ifftn
from scipy.signal import correlate
from scipy.constants import physical_constants

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
a, Z, width = 6.0, 2.0, 0.7
volume = a**3
rng = np.random.default_rng(7)


def labels(N):
    return np.rint(np.fft.fftfreq(N, 1.0 / N)).astype(int)


def box(n, dim):
    return np.ix_(*[np.arange(-n, n + 1)] * dim)


def to_grid(c, N):
    n = (c.shape[0] - 1) // 2
    full = np.zeros((N,) * c.ndim, complex)
    full[box(n, c.ndim)] = 0.0
    index = np.ix_(*[np.arange(-n, n + 1) % N] * c.ndim)
    full[index] = c
    return ifftn(full) * N**c.ndim


def grid_density(c, N):
    return fftn(np.abs(to_grid(c, N))**2) / N**c.ndim


def direct_density(c):
    # explicit sums over pairs of plane waves; labels run from -2n to 2n
    return correlate(c, c, mode="full", method="direct")


def random_coefficients(shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


# ---- contaminated labels in one dimension, every grid from 2n+1 to 4n+1 ----
for n in range(1, 8):
    c = random_coefficients(2 * n + 1)
    exact = direct_density(c)
    for N in range(2 * n + 1, 4 * n + 2):
        g = grid_density(c, N)
        bad = {int(q) for q in labels(N) if abs(g[q] - exact[q + 2 * n]) > 1e-9}
        assert bad == {int(q) for q in labels(N) if abs(q) > N - 2 * n - 1}
        if N == 3 * n + 1:
            for k in range(n + 1, 2 * n + 1):
                pair_sum = exact[k + 2 * n] + exact[k - N + 2 * n]
                assert abs(g[k % N] - pair_sum) < 1e-10
            if n == 4:
                bad_for_four = sorted(bad)

# ---- potential of bandwidth K times orbital, projected on |m| <= n ----
n = 4
smallest_grid = {}
for K in range(n, 2 * n + 1):
    pot, orb = random_coefficients(2 * K + 1), random_coefficients(2 * n + 1)
    product = np.convolve(pot, orb)[K:K + 2 * n + 1]
    m, mk = np.arange(-n, n + 1), np.arange(-K, K + 1)
    exact_from = None
    for N in range(4 * n + 3, 2 * n, -1):
        x = np.arange(N) / N
        values = (np.exp(2j * np.pi * np.outer(x, mk)) @ pot) * (
            np.exp(2j * np.pi * np.outer(x, m)) @ orb)
        back = np.exp(-2j * np.pi * np.outer(m, x)) @ values / N
        if np.max(np.abs(back - product)) > 1e-9:
            break
        exact_from = N
    smallest_grid[K] = exact_from
    assert exact_from == K + 2 * n + 1

# ---- contaminated labels in three dimensions: cube and sphere of waves ----
N = 3 * n + 1
mx, my, mz = box(n, 3)
sphere = mx**2 + my**2 + mz**2 <= n**2
q = labels(N)
outer_1d = np.abs(q) > n
outer = outer_1d[:, None, None] | outer_1d[None, :, None] | outer_1d[None, None, :]
counts = {}
for name, mask in (("cube", np.ones_like(sphere)), ("sphere", sphere)):
    c = random_coefficients((2 * n + 1,) * 3) * mask
    exact = direct_density(c)[np.ix_(q + 2 * n, q + 2 * n, q + 2 * n)]
    bad = np.abs(grid_density(c, N) - exact) > 1e-8
    counts[name] = int(bad.sum())
    if name == "cube":
        assert np.array_equal(bad, outer)
    else:
        assert not np.any(bad & ~outer) and bad.sum() < outer.sum()


# ---- energy model ----
def coulomb_and_ion(k, d):
    # k: three integer label arrays; ion sits at (d, d, d)
    G2 = (2 * np.pi / a)**2 * (k[0]**2 + k[1]**2 + k[2]**2)
    safe = np.where(G2 > 0, G2, 1.0)
    v = np.where(G2 > 0, 4 * np.pi / (volume * safe), 0.0)
    phase = np.exp(-2j * np.pi * d / a * (k[0] + k[1] + k[2]))
    return v, -Z * v * np.exp(-G2 * width**2 / 4) * phase


def kinetic(n):
    k = box(n, 3)
    return 0.5 * (2 * np.pi / a)**2 * (k[0]**2 + k[1]**2 + k[2]**2)


def energy_from_density(c, p, v, V):
    T = kinetic((c.shape[0] - 1) // 2)
    return float(2 * np.sum(T * np.abs(c)**2)
                 + 2 * np.sum(V.conj() * p).real + np.sum(v * np.abs(p)**2))


def grid_energy(c, N, d=0.0, keep=None):
    k = np.ix_(labels(N), labels(N), labels(N))
    v, V = coulomb_and_ion(k, d)
    p = grid_density(c, N)
    if keep is not None:
        p = p * ((np.abs(k[0]) <= keep) & (np.abs(k[1]) <= keep)
                 & (np.abs(k[2]) <= keep))
    return energy_from_density(c, p, v, V)


def minimise(n, N, d=0.0):
    # preconditioned descent on the grid energy
    T = kinetic(n)
    v, V = coulomb_and_ion(np.ix_(labels(N), labels(N), labels(N)), d)
    ion_on_grid = ifftn(V).real * N**3
    inner = np.ix_(*[np.arange(-n, n + 1) % N] * 3)
    k = box(n, 3)
    c = np.exp(-T) * np.exp(-2j * np.pi * d / a * (k[0] + k[1] + k[2]))
    c = c / np.linalg.norm(c)
    for _ in range(600):
        psi = to_grid(c, N)
        p = fftn(np.abs(psi)**2) / N**3
        repulsion = ifftn(v * p).real * N**3
        Hc = T * c + (fftn((ion_on_grid + repulsion) * psi) / N**3)[inner]
        residual = Hc - np.vdot(c, Hc).real * c
        if np.linalg.norm(residual) < 1e-8:
            return energy_from_density(c, p, v, V), c
        c = c - residual / (T + 1.0)
        c = c / np.linalg.norm(c)
    raise RuntimeError("orbital minimisation did not converge")


n_ref = 12
E_ref, _ = minimise(n_ref, 4 * n_ref + 1)
rows, orbitals = [], {}
for n in (2, 4, 6, 8):
    N = 3 * n + 1
    E_full, c = minimise(n, 4 * n + 1)
    orbitals[n] = c
    on_point = minimise(n, N)[0] - E_full
    mid_cell = minimise(n, N, 0.5 * a / N)[0] - E_full
    fixed = grid_energy(c, N) - E_full
    filtered = grid_energy(c, N, keep=n) - E_full
    coarse = grid_energy(c, 2 * n + 1) - E_full
    # a still finer grid must change nothing
    assert abs(grid_energy(c, 5 * n + 1) - E_full) < 1e-11
    # relaxation can only lower the grid energy
    assert on_point <= fixed + 1e-12
    # a larger basis can only lower the unaliased energy
    assert E_full > E_ref
    if n >= 4:
        assert abs(filtered) > abs(fixed)
    rows.append((n, E_full, E_full - E_ref, on_point, mid_cell, fixed,
                 filtered, coarse))

# ---- energy-error formula from explicit density sums, n = 4 ----
n, c = 4, orbitals[4]
N = 3 * n + 1
half = (N - 1) // 2
p = direct_density(c)
k = np.meshgrid(*[np.arange(-2 * n, 2 * n + 1)] * 3, indexing="ij")
folded = [(ki + half) % N - half for ki in k]
v_k, V_k = coulomb_and_ion(k, 0.0)
v_q, V_q = coulomb_and_ion(folded, 0.0)
assert abs(energy_from_density(c, p, v_k, V_k) - rows[1][1]) < 1e-10
largest = np.max(np.abs(k), axis=0)
outside, sector = largest > half, largest > n
local_error = 2 * np.sum(((V_q - V_k).conj() * p)[outside]).real
P = np.zeros((N, N, N), complex)
np.add.at(P, tuple(f[sector] % N for f in folded), p[sector])
v_grid, _ = coulomb_and_ion(np.ix_(labels(N), labels(N), labels(N)), 0.0)
repulsion_error = (np.sum(v_grid * np.abs(P)**2)
                   - np.sum((v_k * np.abs(p)**2)[sector]))
assert abs(local_error + repulsion_error - rows[1][5]) < 1e-11

# ---- dependence on the ion position, n = 4 ----
h = a / N
E0, Ehalf, Estep = (minimise(n, N, d)[0] for d in (0.0, 0.5 * h, h))
F0, Fhalf = (minimise(n, 4 * n + 1, d)[0] for d in (0.0, 0.5 * h))
assert abs(Estep - E0) < 1e-11
assert abs(Fhalf - F0) < 1e-11
assert abs(Ehalf - E0) > 1e-8

# ---- output ----
print(f"cell side {a} bohr, ion charge {Z}, ion width {width} bohr")
print(f"n = 4: plane waves per direction {2*n+1}, grid points {N}")
print("n = 4: contaminated grid labels", bad_for_four)
print("n = 4: folded pairs", [(j, j - N) for j in range(n + 1, 2 * n + 1)])
print("n = 4: smallest exact grid for potential bandwidth K:", smallest_grid)
print(f"n = 4, 3D grid components in all: {N**3}")
print(f"  contaminated, cube of plane waves: {counts['cube']}")
print(f"  contaminated, sphere of plane waves: {counts['sphere']}")
g = grid_density(c, N)
print("n = 4 model orbital, density coefficients (dimensionless):")
print(f"  true (5,0,0):  {p[5+2*n, 2*n, 2*n].real:.6e}")
print(f"  true (-8,0,0): {p[-8+2*n, 2*n, 2*n].real:.6e}")
print(f"  grid (5,0,0):  {g[5, 0, 0].real:.6e}")
print(f"reference energy, n = {n_ref}: {E_ref:.8f} hartree")
for (n_, E_, basis, on, mid, fix, filt, coarse) in rows:
    print(f"n = {n_}, N = {3*n_+1}: energy without aliasing {E_:.8f} hartree")
    print(f"  basis error against n = {n_ref}: {basis:.3e} hartree")
    print(f"  aliasing error, ion on grid point: {on:.3e} hartree")
    print(f"  aliasing error, ion at mid-cell:   {mid:.3e} hartree")
    print(f"  same orbital, ion on grid point:   {fix:.3e} hartree")
    print(f"  same orbital, outer labels deleted: {filt:.3e} hartree")
    print(f"  same orbital, grid of 2n+1 points: {coarse:.3e} hartree")
print(f"n = 4 fixed-orbital error, local part: {local_error:.3e} hartree")
print(f"n = 4 fixed-orbital error, repulsion: {repulsion_error:.3e} hartree")
print(f"n = 4 grid spacing: {h:.5f} bohr")
print(f"n = 4 energy change, ion moved half a step: {Ehalf-E0:.3e} hartree")
print(f"n = 4 aliasing error on grid point: {rows[1][3]*HARTREE_MEV:.4f} meV")
print(f"n = 4 aliasing error at mid-cell: {rows[1][4]*HARTREE_MEV:.4f} meV")
print(f"n = 4 basis error: {rows[1][2]*HARTREE_MEV:.4f} meV")
print("all tests passed")
```

Running it gives:

```
cell side 6.0 bohr, ion charge 2.0, ion width 0.7 bohr
n = 4: plane waves per direction 9, grid points 13
n = 4: contaminated grid labels [-6, -5, 5, 6]
n = 4: folded pairs [(5, -8), (6, -7), (7, -6), (8, -5)]
n = 4: smallest exact grid for potential bandwidth K: {4: 13, 5: 14, 6: 15, 7: 16, 8: 17}
n = 4, 3D grid components in all: 2197
  contaminated, cube of plane waves: 1468
  contaminated, sphere of plane waves: 132
n = 4 model orbital, density coefficients (dimensionless):
  true (5,0,0):  1.740966e-03
  true (-8,0,0): 3.604115e-06
  grid (5,0,0):  1.744571e-03
reference energy, n = 12: -0.40535024 hartree
n = 2, N = 7: energy without aliasing -0.39904573 hartree
  basis error against n = 12: 6.305e-03 hartree
  aliasing error, ion on grid point: -5.003e-04 hartree
  aliasing error, ion at mid-cell:   8.049e-04 hartree
  same orbital, ion on grid point:   -4.957e-04 hartree
  same orbital, outer labels deleted: 6.480e-03 hartree
  same orbital, grid of 2n+1 points: -2.296e-02 hartree
n = 4, N = 13: energy without aliasing -0.40532364 hartree
  basis error against n = 12: 2.660e-05 hartree
  aliasing error, ion on grid point: -1.757e-07 hartree
  aliasing error, ion at mid-cell:   2.074e-07 hartree
  same orbital, ion on grid point:   -1.757e-07 hartree
  same orbital, outer labels deleted: 3.161e-05 hartree
  same orbital, grid of 2n+1 points: -2.770e-04 hartree
n = 6, N = 19: energy without aliasing -0.40535018 hartree
  basis error against n = 12: 5.768e-08 hartree
  aliasing error, ion on grid point: -6.447e-12 hartree
  aliasing error, ion at mid-cell:   6.669e-12 hartree
  same orbital, ion on grid point:   -6.447e-12 hartree
  same orbital, outer labels deleted: 4.272e-08 hartree
  same orbital, grid of 2n+1 points: -1.166e-06 hartree
n = 8, N = 25: energy without aliasing -0.40535024 hartree
  basis error against n = 12: 7.878e-11 hartree
  aliasing error, ion on grid point: -2.220e-16 hartree
  aliasing error, ion at mid-cell:   6.661e-16 hartree
  same orbital, ion on grid point:   0.000e+00 hartree
  same orbital, outer labels deleted: 1.722e-11 hartree
  same orbital, grid of 2n+1 points: -2.298e-09 hartree
n = 4 fixed-orbital error, local part: -1.797e-07 hartree
n = 4 fixed-orbital error, repulsion: 4.026e-09 hartree
n = 4 grid spacing: 0.46154 bohr
n = 4 energy change, ion moved half a step: 3.832e-07 hartree
n = 4 aliasing error on grid point: -0.0048 meV
n = 4 aliasing error at mid-cell: 0.0056 meV
n = 4 basis error: 0.7237 meV
all tests passed
```
